Upper Intersystem Crossing of the NV Centre at Zero Temperature

An NV centre in diamond, excited by light into its orbital-doublet triplet ³E, can return to the ground state by emitting a photon, or it can cross without radiation into the singlet ¹A₁ below. The crossing makes the fluorescence depend on the electron spin. At low temperature the fine-structure levels of ³E can be addressed separately, and the question is how fast each of them crosses. Four levels have spin projection m_s = ±1 and are labelled by their total symmetry in C3v: A1, A2 and the pair E1, E2. Two, Ex and Ey, have m_s = 0. A product of squared transverse spin-orbit coupling and vibrational overlap describes A1. The others need more.

**Assumptions and notation**

The relevant orbitals are a₁, e_x and e_y. The level ³E has the configuration a₁¹e³, and ¹A₁ has a₁²e². Let Δ > 0 be the energy from the lowest vibrational level of ¹A₁ up to that of ³E. The following is assumed.

(i) Each level is a single configuration, and the spin-orbit coupling is weak and independent of the nuclear positions.

(ii) Fully symmetric vibrations are displaced between ³E and ¹A₁. Separate vibrations of e symmetry couple weakly and linearly to the orbital doublet. Mode frequencies are the same in both levels.

(iii) The temperature is zero, there is no static strain, and the fine structure is negligible against the phonon energies that matter.

(iv) Vibronic mixing of ¹A₁ with other singlets is left out.

The spin-orbit operator for one electron is Σ_k A_k s_k, with spins in units of ħ. Each orbital operator A_k is Hermitian and odd under time reversal, so in real orbitals its matrix is imaginary and antisymmetric. Three orbitals allow three such matrices, which transform as an axial vector and can be taken as the angular momentum matrices l_x, l_y, l_z of p orbitals, with e_x, e_y, a₁ in the roles of x, y, z. The invariants under C3v are

h = λ_z l_z s_z + λ_⊥(l_x s_x + l_y s_y).

The combination l_x s_y − l_y s_x changes sign under reflection and is excluded. Define Λ_⊥ = λ_⊥/2.

Let χ₀ be the initial state of the symmetric vibrations and χ_n those of ¹A₁, with energies ε_n above the lowest. The overlap function is

F(E) = Σ_n |⟨χ_n|χ₀⟩|² δ(E − ε_n).

The e modes come in pairs k with energy ε_k, polarizations x and y, and coupling energy g_k. Their spectral density per polarization is J(ε) = Σ_k g_k² δ(ε − ε_k).

**Theorem.** Under (i)–(iv), to leading order in the e-phonon coupling,

Γ_A1 = (4π/ħ) Λ_⊥² F(Δ),

Γ_E1,2 = (4π/ħ) Λ_⊥² ∫dε [J(ε)/ε²] F(Δ − ε),

Γ_A2 = (4π/ħ) Λ_⊥² ∬dε dε′ J(ε)J(ε′) (ε − ε′)² / [ε²ε′²(ε + ε′)²] F(Δ − ε − ε′).

The states Ex and Ey have no first-order spin-orbit matrix element to ¹A₁.

**Lemma 1 (electronic matrix elements).** Of the six ³E states, A1 alone is coupled to ¹A₁ by spin-orbit interaction, with |⟨¹A₁|H_SO|A1⟩| = √2 Λ_⊥.

Proof. Four electrons in three orbitals are two holes in a full shell. Reordering the fermion operators gives

H_SO = Σ h_ij c_i†c_j = Tr h − Σ h_ij c_j c_i†.

The trace vanishes. Removing an electron from spin-orbital j creates a hole in its time-reversed partner Tj, and h_ij = ⟨Tj|h|Ti⟩ because h is Hermitian and even under time reversal. Holes therefore feel −h.

Use e_± = ∓(e_x ± i e_y)/√2, so that l_±|a₁⟩ = √2|e_±⟩ and l_∓|e_±⟩ = √2|a₁⟩. The transverse part of h is (λ_⊥/2)(l₊s₋ + l₋s₊), and it gives

a₁↑ → (λ_⊥/√2) e₊↓,  a₁↓ → (λ_⊥/√2) e₋↑.

Write two-hole determinants as |…|. The m_s = ±1 states are

|E₋,+1⟩ = |a₁↑ e₋↑|,  |E₊,−1⟩ = |a₁↓ e₊↓|,

|E₊,+1⟩ = |a₁↑ e₊↑|,  |E₋,−1⟩ = |a₁↓ e₋↓|.

Let M be the sum of orbital and spin projections. The first two states have M = 0 and are unchanged by a threefold rotation. A reflection exchanges them up to phases, so they form one A1 and one A2 state. The last two have M = ±2 and form the pair E1, E2.

The singlet ¹A₁ is (|e_x↑ e_x↓| + |e_y↑ e_y↓|)/√2. Insert e_x = (e₋ − e₊)/√2 and e_y = i(e₋ + e₊)/√2. The terms with equal labels cancel, leaving

|¹A₁⟩ = −(|e₋↑ e₊↓| + |e₊↑ e₋↓|)/√2.

Now apply −h and keep the configuration with both holes in e:

|E₋,+1⟩ → −(λ_⊥/√2)|e₊↓ e₋↑| = +(λ_⊥/√2)|e₋↑ e₊↓|,

|E₊,−1⟩ → −(λ_⊥/√2)|e₋↑ e₊↓|.

The sign in the first line changed because two holes were exchanged. Projection on ¹A₁ multiplies by −1/√2, so

⟨¹A₁|H_SO|E₋,+1⟩ = −Λ_⊥,  ⟨¹A₁|H_SO|E₊,−1⟩ = +Λ_⊥.

The difference (|E₋,+1⟩ − |E₊,−1⟩)/√2 has matrix element −√2 Λ_⊥. Since H_SO and ¹A₁ are invariant under the group, this is the A1 state. The sum, with zero matrix element, is A2. Finally, h conserves M and ¹A₁ has M = 0, while E1,2 have M = ±2 and the m_s = 0 states have M = ±1. All of these are uncoupled. ∎

The axial part −λ_z l_z s_z acts on the e hole alone and places A1 and A2 at +λ_z/2 and E1,2 at −λ_z/2. A1 and A2 thus have equal axial energy but very different crossing rates: the difference lies in the interference of two amplitudes.

**Lemma 2 (direct rate).** Γ_A1 = (4π/ħ) Λ_⊥² F(Δ).

Proof. By assumption (i) the matrix element to the vibrational level n of ¹A₁ is the electronic element times ⟨χ_n|χ₀⟩. The golden rule gives

Γ_A1 = (2π/ħ) Σ_n 2Λ_⊥² |⟨χ_n|χ₀⟩|² δ(Δ − ε_n) = (4π/ħ) Λ_⊥² F(Δ). ∎

The rule requires a dense set of final levels and an F that varies little over the energy ħΓ. As a test, one state was coupled to a dense ladder with the model F used below, at the enlarged coupling Λ_⊥ = 4 meV. The decay found by diagonalization gave ħΓ = 0.1774 meV, against 0.1778 meV from the formula.

**Lemma 3 (overlap function).** Let the symmetric modes j have Huang–Rhys factors S_j, with sum S, and let p(ε) = Σ_j (S_j/S) δ(ε − ε_j) be Gaussian with centre ħω and width σ. Then

F(E) = e^(−S) Σ_n (Sⁿ/n!) G(E; nħω, √n σ),

where G is a normalized Gaussian with the stated centre and width. The term n = 0 is δ(E).

Proof. Seen from ¹A₁, the initial state of one mode is the ground state of a displaced oscillator and obeys a|χ₀⟩ = α|χ₀⟩. Its coefficients c_n in number states satisfy √(n+1) c_(n+1) = α c_n, so c_n = αⁿc₀/√(n!). Normalization gives |c₀|² = e^(−|α|²). With S_j = |α|² the weights are Poissonian, e^(−S_j) S_jⁿ/n!. Multiply the distributions of all modes and collect terms with n quanta in total. The multinomial theorem gives the weight e^(−S)Sⁿ/n! times the n-fold convolution of p. Convolving Gaussians adds centres and variances, hence nħω and nσ². ∎

The Gaussian p must have a negligible part at negative energy, which requires ħω to be several times σ.

**Lemma 4 (e phonons).** In ³E the linear coupling is

V = Σ_k g_k [σ_z(a_kx + a_kx†) + σ_x(a_ky + a_ky†)],

with Pauli matrices in the real orbital basis X, Y. It exchanges E₊ and E₋ and conserves spin. In ¹A₁ the linear coupling to e modes vanishes.

Proof. The operators on an orbital doublet that are even under time reversal are 1, σ_z and σ_x, and the last two transform as e. The invariant coupling pairs them with the two polarizations at equal strength. With E_± = ∓(X ± iY)/√2, direct application gives

σ_z E₊ = −E₋,  σ_z E₋ = −E₊,  σ_x E₊ = −iE₋,  σ_x E₋ = iE₊.

For the orbital singlet ¹A₁, the diagonal element of an operator of e symmetry is zero. ∎

The final states of the e modes are therefore ordinary number states, whereas the initial ³E states contain virtual phonons. The second-order energy shift in ³E is −Σ_k (g_k²/ε_k)(σ_z² + σ_x²) = −2Σ_k g_k²/ε_k. It is the same for all states and is included in Δ.

**Proof of the theorem.** The A1 rate and the statement on Ex and Ey are Lemmas 2 and 1.

For E1,2 take any normalized combination ψ = α|E₊,+1⟩ + β|E₋,−1⟩. First-order perturbation theory gives the dressed state

|ψ,0⟩ − Σ_k (g_k/ε_k) (σ_z|ψ⟩|1_kx⟩ + σ_x|ψ⟩|1_ky⟩).

The part without phonons is dark. In the one-phonon part,

σ_zψ = −α|E₋,+1⟩ − β|E₊,−1⟩,

σ_xψ = −iα|E₋,+1⟩ + iβ|E₊,−1⟩.

With the two matrix elements of Lemma 1, their spin-orbit amplitudes to ¹A₁ are Λ_⊥(α − β) and iΛ_⊥(α + β). The squared moduli add up to 2Λ_⊥²(|α|² + |β|²) = 2Λ_⊥², so E1 and E2 have equal rates. Since the phonon keeps the energy ε_k, the symmetric modes must take up Δ − ε_k:

Γ_E1,2 = (2π/ħ) Σ_k 2Λ_⊥² (g_k²/ε_k²) F(Δ − ε_k).

Writing the sum with J gives the stated integral.

For A2, symmetry keeps the phonon-free part of the dressed state in A2, which is dark. One phonon exchanges E₊ and E₋ at fixed spin and leads to the E1,2 space, also dark. With two phonons of the same polarization, σ_z² = σ_x² = 1 returns A2. There remain pairs of phonon k with polarization x and phonon l with polarization y. The two orders of emission give the operator

[g_k g_l/(ε_k + ε_l)] [σ_xσ_z/ε_k + σ_zσ_x/ε_l].

Since σ_xσ_z = −σ_zσ_x, this equals

g_k g_l σ_zσ_x (ε_k − ε_l) / [ε_kε_l(ε_k + ε_l)].

From Lemma 4, σ_zσ_x E₋ = −iE₋ and σ_zσ_x E₊ = iE₊, so σ_zσ_x|A2⟩ = −i|A1⟩. The A1 component then crosses with squared matrix element 2Λ_⊥². The indices k and l refer to different polarizations and run independently, so no factor 1/2 appears. The golden rule with energy Δ − ε_k − ε_l left for the symmetric modes gives Γ_A2. ∎

**Remark 1 (why A2 is suppressed twice).** The A2 rate is of second order in J, and the two orders of emission interfere destructively. For equal phonon energies the cancellation is complete at this order. In a vibronic model with two e doublets, diagonalized with up to four phonons, the A2 weight on ¹A₁ vanished to rounding error when the doublet energies were equal. For energies 1.0 and 1.7 and couplings 0.03 and 0.04 in common units, it was 6.64 × 10⁻⁸ in units of 2Λ_⊥², against 6.70 × 10⁻⁸ from the formula.

**Remark 2 (acoustic phonons and a slowly varying F).** For long-wavelength bulk phonons the density of modes grows as ε² and the squared strain per phonon as ε, so J = ηε³. With a cutoff at Ω define

W = ∫dε J(ε)/ε² = η∫₀^Ω ε dε = ηΩ²/2.

If F hardly changes over the phonon energies, then Γ_E1,2/Γ_A1 → W. For A2 the ratio becomes

η² ∬dε dε′ εε′(ε − ε′)²/(ε + ε′)².

Use the symmetry of the integrand, keep ε′ < ε with a factor 2, and set ε′ = uε. The integral over ε gives Ω⁴/4, so the ratio is

(η²Ω⁴/2) K = 2W²K,  K = ∫₀¹ du u(1 − u)²/(1 + u)².

With v = 1 + u the integrand of K is v − 5 + 8/v − 4/v², so K = 3/2 − 5 + 8 ln 2 − 2 = 8 ln 2 − 11/2. Hence

Γ_A2/Γ_A1 → (16 ln 2 − 11) W² ≈ 0.090 W².

If the two orders of emission added in phase, the ratio would be W², because (1/ε + 1/ε′)²/(ε + ε′)² = 1/(ε²ε′²). The opposite relative sign thus lowers the ratio by a factor of about eleven compared with that case.

**Remark 3 (size of the neglected terms).** The squared norm of the first-order dressed A1 state is 1 + 2W, so its phonon-free weight is 1 − 2W to this order. The vibronic model gave 0.99711, against 0.99709 from this expression. There W is Σ_k g_k²/ε_k² = 1.45 × 10⁻³. The formulas for E1,2 and A2 exceeded the diagonalized weights by about 0.6% and 0.9% of the latter, which is roughly 4W and 6.5W. The second prefactor depends on the doublet energies and lay between about 5.4 and 6.7 for the pairs tried. The expansion therefore needs W well below these prefactors' inverses. With strong Jahn–Teller coupling it fails, and the real NV centre is not in the weak regime. Its Jahn–Teller energy in ³E is some tens of meV, against ηΩ³/3 ≈ 2 meV in the example below. With the F and Ω of that example, the formula reaches the measured Γ_E1,2/Γ_A1 of about 0.5 only at W ≈ 0.36. At that coupling, diagonalization gives rates lower than the formulas by factors of about 1.4, 2.3 and 4.5 for A1, E1,2 and A2. For the real centre the theorem gives the selection rules and the mechanism, not quantitative rates.

**Remark 4 (the other singlet).** E1,2 also couple directly to ¹E, the lower singlet of a₁²e². From Lemma 1, |E₊,+1⟩ goes to |e₊↑ e₊↓| with amplitude λ_⊥/√2 = √2 Λ_⊥, as strong as the A1 coupling. Symmetry permits this channel, but it has to place a much larger energy in vibrations.

**Worked example**

The parameters are round model values, not a fit to measured rates: Λ_⊥ = 0.02 meV, Δ = 400 meV, S = 3, ħω = 70 meV, σ = 15 meV, η = 5 × 10⁻⁵ meV⁻² and Ω = 50 meV. Lemma 3 gives F(Δ) = 8.84 × 10⁻⁴ meV⁻¹, and convolving many separate displaced modes gives the same value. Then

Γ_A1 = 4π (0.02 meV)² (8.84 × 10⁻⁴ meV⁻¹) / (6.582 × 10⁻¹³ meV s) = 6.75 × 10⁶ s⁻¹,

or Γ_A1/2π = 1.07 MHz.

The phonon weight is W = 5 × 10⁻⁵ × 50²/2 = 0.0625. The full integral gives Γ_E1,2/Γ_A1 = 0.090, larger than W by a factor 1.44. This factor is the mean of F(Δ − ε)/F(Δ) with weight ε: the emitted phonon leaves less energy for the symmetric modes, where their overlap is larger. At the cutoff the ratio of overlaps is 1.62. The rate is

Γ_E1,2 = 0.090 × 6.75 × 10⁶ s⁻¹ ≈ 6.1 × 10⁵ s⁻¹.

For A2 the slowly varying limit gives 0.090 × 3.91 × 10⁻³ = 3.5 × 10⁻⁴. The full double integral gives 5.8 × 10⁻⁴, again raised by the overlap, and

Γ_A2 = 5.8 × 10⁻⁴ × 6.75 × 10⁶ s⁻¹ ≈ 3.9 × 10³ s⁻¹.

A sum over a discrete phonon bath agrees with both ratios. The A1 formula omits a reduction that is 2W = 12.5% to first order in W. Diagonalizing the vibronic problem with six doublets that represent this J shows the formulas to be too high by about 11% for A1, 24% for E1,2 and 47% for A2. The ordering of the three rates is much more robust than their second digits.

For a singlet gap of 1200 meV and the same displacements, direct crossing from E1,2 to ¹E has a rate of about 2 × 10⁻⁴ s⁻¹. This value rests on the far tail of a harmonic overlap function: raising S from 3 to 3.5 multiplies it by about 16. Within the model the channel is negligible.

Raising Δ from 300 to 500 meV lowers Γ_A1 from 1.7 × 10⁷ to 2.2 × 10⁶ s⁻¹, while Γ_E1,2/Γ_A1 rises from 0.068 to 0.095. Since W is fixed, this means that F falls more steeply, in relative terms, over the phonon energies at 500 meV than at 300 meV. The rise is not steady. F keeps some structure at the spacing ħω, and the ratio oscillates on the way: 0.085 at 340 meV, 0.077 at 360 meV and 0.090 at 400 meV.

**Remark 5 (observing the three rates).** The formulas give the rates of crossing to ¹A₁, not the total decay rates of the levels. For λ_z > 0, A1 and A2 lie above E1,2 and can emit a phonon into the e modes even at zero temperature. With the splitting λ_z of Lemma 1, the golden rule gives this transfer the rate (4π/ħ) J(λ_z). For the J of the worked example and λ_z = 0.04 meV it is about 6 × 10⁴ s⁻¹, which is faster than the crossing from A2. Here λ_z should be read as the actual splitting. The e phonons reduce the bare value by a factor of about 0.8 in the example, and the rate goes as the cube of the splitting. More of the A2 population then passes to E1,2 than crosses directly. From E1,2, however, only the fraction Γ_E1,2/(Γ_E1,2 + k_r) goes on to ¹A₁, where k_r is the rate of photon emission. With the rates above, the route through E1,2 supplies more of the crossing only if k_r is below about 9 × 10⁶ s⁻¹. For faster emission the direct crossing from A2 supplies more. At higher temperature, phonons also transfer population upwards, and a measured decay mixes the rates further. Static transverse strain acts through σ_z and σ_x as well, but without a phonon. To first order it admixes A1 into one combination of E1 and E2, with an amplitude of roughly the strain energy over the fine-structure splitting, and so opens a direct crossing for that combination. The other combination mixes with A2 instead. This gives A2 no direct crossing at first order, but it lets A2 cross with one phonon, as E1,2 do. Since the A2 rate without strain needs two phonons, even a small admixture can change it strongly.

Table of computed values

```
Matrix elements to 1A1 in units of Lambda_perp:
  A1 1.414214, A2 2.9e-17, E1,2 3.0e-16, Ex,Ey 0.0e+00
Squared coupling E1,2 to 1E / Lambda_perp^2: 2.0000
Vibronic test, weights in units of 2 Lambda_perp^2:
  doublet energies 1.0, 1.7; couplings 0.03, 0.04
  A1, no phonon: exact 0.997107, formula 0.997093
  E1,2, one phonon: exact 1.4452e-03, formula 1.4536e-03
  A2, two phonons: exact 6.6353e-08, formula 6.6983e-08
  A2, equal doublet energies: exact 1.8e-31
Ladder test, Lambda_perp = 4.0 meV:
  hbar*rate exact 0.1774 meV, golden rule 0.1778 meV
Model parameters:
  Lambda_perp = 0.02 meV, gap = 400 meV
  S = 3, mode energy = 70 meV, width = 15 meV
  eta = 5.0e-05 meV^-2, cutoff = 50 meV
  1A1-1E gap = 1200 meV
hbar = 6.582120e-13 meV s
F(gap) = 8.8413e-04 meV^-1
F from separate modes = 8.8413e-04 meV^-1
F(gap - cutoff)/F(gap) = 1.6237
W = 0.0625, 2W = 0.1250, W^2 = 3.9062e-03
Ratio E1,2 / A1 = 0.0900 (discrete bath 0.0900)
Ratio A2 / A1 = 5.833e-04 (discrete bath 5.837e-04)
Rate A1 = 6.752e+06 s^-1; rate/2pi = 1.075e+00 MHz
Rate E1,2 = 6.077e+05 s^-1; rate/2pi = 9.672e-02 MHz
Rate A2 = 3.938e+03 s^-1; rate/2pi = 6.268e-04 MHz
Direct rate E1,2 to 1E = 1.7e-04 s^-1
Trend with the gap:
  gap 300 meV: A1 1.676e+07 s^-1, E/A1 0.0683, A2/A1 4.249e-04
  gap 400 meV: A1 6.752e+06 s^-1, E/A1 0.0900, A2/A1 5.833e-04
  gap 500 meV: A1 2.214e+06 s^-1, E/A1 0.0952, A2/A1 6.875e-04
```
